# Force on a misfit dislocation and the equilibrium critical thickness: a program that tests the result

```python
"""
Result under test: for a straight misfit dislocation at depth d in a film of
thickness h, the energy per length relative to the coherent film is
    E(d;h) = A ln(2 d/rho) - T min(d,h).
Zero force on the line at the interface gives h_star = A/T, where the interface
starts to be a local minimum. Zero formation energy gives the larger thickness
h_c = -h_star W_{-1}(-rho/(2 h_star)), if h_star > e rho/2.
Symbols: A = logarithmic energy factor, T = film stress times the relieving
Burgers component, rho = effective core radius, W = Lambert function.
Internal units: nm and eV. Coordinates: x across the line in the interface,
y upwards (surface y = 0), s along the line. Stress signs: tension positive.
"""
import numpy as np
from scipy import constants, optimize, special

GPA = 1e9 * 1e-27 / constants.e          # one GPa in eV/nm^3
K_B = constants.k / constants.e          # eV/K
shear, nu, misfit = 65 * GPA, 0.22, 0.008
lattice = 0.543
b = lattice / np.sqrt(2)
rho = b / 2
cut_radius = 1e-4                        # nm, small tube left out of the cut
SIXTY = (b / 2, b / np.sqrt(2), b / 2)   # components x, y, s
LOMER = (b, 0.0, 0.0)
nodes, weights = np.polynomial.legendre.leggauss(100)


def half_space_stress(z, depth, burgers):
    """Stresses xx, yy, xy, xs of a dislocation at x=0, y=-depth."""
    bx, by, bs = burgers
    core, mirror = -1j * depth, 1j * depth
    g = shear * (bx + 1j * by) / (4j * np.pi * (1 - nu))
    gc = np.conj(g)
    w, v, gap = z - core, z - mirror, mirror - core
    phi_i = -g / v + gc * gap / v**2
    dphi_i = g / v**2 - 2 * gc * gap / v**3
    phi = g / w + phi_i
    dphi = -g / w**2 + dphi_i
    psi = gc / w + g * mirror / w**2 - gc / v - phi_i - z * dphi_i
    total = 4 * phi.real
    dev = 2 * (np.conj(z) * dphi + psi)
    xs = shear * bs / (2 * np.pi) * (-w.imag / abs(w)**2 + v.imag / abs(v)**2)
    return (total - dev.real) / 2, (total + dev.real) / 2, dev.imag / 2, xs


def cut_work_density(z, depth, burgers):
    xx, _, xy, xs = half_space_stress(z, depth, burgers)
    return -(xx * burgers[0] + xy * burgers[1] + xs * burgers[2])


def self_energy(depth, burgers):
    """Half the work of opening the cut from the surface to the core tube."""
    lo, hi = np.log(cut_radius), np.log(depth)
    dist = np.exp((hi + lo) / 2 + (hi - lo) / 2 * nodes)
    density = cut_work_density(1j * (dist - depth), depth, burgers)
    return 0.5 * (hi - lo) / 2 * np.sum(weights * dist * density)


def pair_energy(spacing, depth, burgers):
    """Work of making a second identical line in the field of the first."""
    y = -depth * (nodes + 1) / 2
    return depth / 2 * np.sum(
        weights * cut_work_density(spacing + 1j * y, depth, burgers))


def cubic_tensor(c11, c12, c44):
    d = np.eye(3)
    c = c12 * np.einsum('ij,kl->ijkl', d, d)
    c += c44 * (np.einsum('ik,jl->ijkl', d, d)
                + np.einsum('il,jk->ijkl', d, d))
    for i in range(3):
        c[i, i, i, i] += c11 - c12 - 2 * c44
    return c


def film_stress(c, strain):
    """In-plane stress for equal in-plane strains and a free top surface."""
    vertical = -(c[2, 2, 0, 0] + c[2, 2, 1, 1]) * strain / c[2, 2, 2, 2]
    return ((c[0, 0, 0, 0] + c[0, 0, 1, 1]) * strain
            + c[0, 0, 2, 2] * vertical)


def general_log_factor(c, line, across, burgers):
    """Energy factor of a straight line in any anisotropic elastic body."""
    third = np.cross(line, across)
    acc = np.zeros((3, 3))
    angles = np.linspace(0, 2 * np.pi, 180, endpoint=False)
    for t in angles:
        m = np.cos(t) * across + np.sin(t) * third
        n = -np.sin(t) * across + np.cos(t) * third
        mm = np.einsum('i,ijkl,l->jk', m, c, m)
        mn = np.einsum('i,ijkl,l->jk', m, c, n)
        nn = np.einsum('i,ijkl,l->jk', n, c, n)
        acc += mm - mn @ np.linalg.solve(nn, mn.T)
    return burgers @ acc @ burgers / (4 * np.pi * len(angles))


def log_factor(burgers):
    cos2 = burgers[2]**2 / b**2
    return shear * b**2 * (1 - nu * cos2) / (4 * np.pi * (1 - nu))


def thresholds(factor, pull, core):
    h0 = factor / pull
    assert h0 > np.e * core / 2
    return h0, -h0 * special.lambertw(-core / (2 * h0), -1).real


def formation(h, factor, pull, core=rho):
    return factor * np.log(2 * h / core) - pull * h


# ---- derived quantities for the example
stress = 2 * shear * (1 + nu) / (1 - nu) * misfit
A, T = log_factor(SIXTY), stress * SIXTY[0]
A_L, T_L = log_factor(LOMER), stress * LOMER[0]
h_star, h_c = thresholds(A, T, rho)
h_star_L, h_c_L = thresholds(A_L, T_L, rho)

# ---- the half-space field leaves the surface free of traction
surface = np.linspace(-20, 20, 41) + 0j
_, yy, xy, _ = half_space_stress(surface, 3.0, SIXTY)
assert max(abs(yy).max(), abs(xy).max()) < 1e-10 * shear

# ---- cut work against the logarithmic formula, both dislocation types
for kind in (SIXTY, LOMER):
    edge2 = kind[0]**2 + kind[1]**2
    offset = shear * edge2 / (8 * np.pi * (1 - nu))
    for depth in (1.0, 4.0, 15.0):
        formula = log_factor(kind) * np.log(2 * depth / cut_radius) - offset
        assert abs(self_energy(depth, kind) - formula) < 3e-3

# ---- energy factor from the general integral, isotropic limit
lam = 2 * shear * nu / (1 - 2 * nu)
iso = cubic_tensor(lam + 2 * shear, lam, shear)
line = np.array([1, 1, 0]) / np.sqrt(2)
across = np.array([1, -1, 0]) / np.sqrt(2)
b_vec = b * np.array([1, 0, 1]) / np.sqrt(2)
assert abs(general_log_factor(iso, line, across, b_vec) / A - 1) < 1e-9
assert abs(general_log_factor(iso, line, across, b * across) / A_L - 1) < 1e-9
assert abs(film_stress(iso, misfit) / stress - 1) < 1e-12

# ---- Peach-Koehler forces: straight line, and arms of different tilt
stress_tensor = stress * np.diag([1.0, 1.0, 0.0])
force_line = np.cross(stress_tensor @ b_vec, line)
assert abs(abs(force_line[2]) / T - 1) < 1e-12
glide_normal = np.cross(line, b_vec)
for tilt in (-3.0, 0.0, 2.0):
    arm = np.array([tilt + 5.0, tilt, 5.0])   # spans a 5 nm film
    assert abs(glide_normal @ arm) < 1e-12
    pull_arm = np.cross(stress_tensor @ b_vec, arm) @ line
    assert abs(abs(pull_arm) / (T * 5.0) - 1) < 1e-12

# ---- thresholds from the numerical energy landscape
core_energy = (A * np.log(cut_radius / rho)
               + shear * (SIXTY[0]**2 + SIXTY[1]**2) / (8 * np.pi * (1 - nu)))


def landscape(depth, film, pull=T):
    return self_energy(depth, SIXTY) + core_energy - pull * min(depth, film)


top = optimize.minimize_scalar(lambda d: -landscape(d, 1e9),
                               bounds=(0.5, 12), method='bounded',
                               options={'xatol': 1e-6})
assert abs(top.x / h_star - 1) < 1e-3
root = optimize.brentq(lambda h: landscape(h, h), h_star, 60)
assert abs(root / h_c - 1) < 1e-3


def interface_is_minimum(h, step=0.01):
    here = landscape(h, h)
    return landscape(h - step, h) > here and landscape(h + step, h) > here


assert interface_is_minimum(1.05 * h_star)
assert not interface_is_minimum(0.95 * h_star)
assert interface_is_minimum(5.0) and landscape(5.0, 5.0) > 0
assert landscape(1.05 * h_c, 1.05 * h_c) < 0

# ---- identical lines repel at all sampled spacings
spacings = 5.0 * np.geomspace(0.3, 50, 60)
assert min(pair_energy(p, 5.0, SIXTY) for p in spacings) > 0

# ---- misfit above which no positive barrier is left
misfit_limit = misfit * h_star / (np.e * rho / 2)
grid = np.linspace(0.1, 1.0, 400)
for scale, sign in ((0.98, 1), (1.02, -1)):
    pull = T * scale * misfit_limit / misfit
    assert sign * max(landscape(d, 1e9, pull) for d in grid) > 0

# ---- neglected effects
cubic = cubic_tensor(166 * GPA, 64 * GPA, 80 * GPA)
A_cubic = general_log_factor(cubic, line, across, b_vec)
stress_cubic = film_stress(cubic, misfit)
h_star_cubic, h_c_cubic = thresholds(A_cubic, stress_cubic * b / 2, rho)
_, h_c_wide = thresholds(A, T, 2 * b)
_, h_c_wide_L = thresholds(A_L, T_L, 2 * b)
softness = 0.04
contrast = softness / (2 - softness)
best = optimize.minimize_scalar(lambda t: 1 / t + contrast / (1 - t),
                                bounds=(0.01, 0.999), method='bounded',
                                options={'xatol': 1e-9})
assert abs(best.fun - (1 + np.sqrt(contrast))**2) < 1e-6
h_star_soft = h_star * best.fun
surface_energy = 1.5 / constants.e * 1e-18       # 1.5 J/m^2 in eV/nm^2
step_cost = surface_energy * SIXTY[1]
h_c_step = optimize.brentq(lambda h: formation(h, A, T) + step_cost,
                           h_star, 100)
growth_T = 823.0
thermal_misfit = 0.2 * 3.5e-6 * 550
E5 = formation(5.0, A, T)
barrier = formation(h_star, A, T)

# ---- output
print(f"shear modulus {shear/GPA:.0f} GPa, Poisson ratio {nu:.2f}")
print(f"misfit {100*misfit:.2f} %, lattice parameter {lattice:.3f} nm")
print(f"Burgers length b {b:.4f} nm, core radius rho {rho:.4f} nm")
print(f"film stress magnitude {stress/GPA:.3f} GPa")
print(f"60-degree: A {A:.3f} eV/nm, T {T:.3f} eV/nm^2")
print(f"60-degree: local-stability thickness h_star {h_star:.3f} nm")
print(f"60-degree: zero-energy thickness h_c {h_c:.2f} nm")
print(f"60-degree: ratio h_c/h_star {h_c/h_star:.2f}")
print(f"60-degree: energy at h_star (barrier top) {barrier:.2f} eV/nm")
print("thickness nm | E at interface eV/nm | net inward force eV/nm^2")
for h in (2.0, h_star, 5.0, 10.0, h_c, 20.0):
    print(f"{h:8.2f} | {formation(h, A, T) + 0.0:8.2f} | {T - A/h + 0.0:8.3f}")
print(f"5 nm film: escape barrier to surface {barrier-E5:.2f} eV/nm")
print(f"5 nm film: retracting force on arm {E5:.2f} eV/nm"
      f" = {E5*constants.e*1e18:.2f} nN")
print(f"5 nm film: pair repulsion at 50 nm spacing "
      f"{pair_energy(50.0, 5.0, SIXTY):.3f} eV/nm")
print(f"Lomer: A {A_L:.3f} eV/nm, T {T_L:.3f} eV/nm^2")
print(f"Lomer: h_star {h_star_L:.3f} nm, h_c {h_c_L:.2f} nm")
print(f"Lomer: energy in 5 nm film {formation(5.0, A_L, T_L):.2f} eV/nm")
print(f"misfit where barrier vanishes {100*misfit_limit:.1f} %,"
      f" depth there {np.e*rho/2:.3f} nm")
print("Neglected effects:")
print(f"core radius 2b: h_c 60-degree {h_c_wide:.2f} nm,"
      f" Lomer {h_c_wide_L:.2f} nm")
print(f"core radius 2b: energy at h_star "
      f"{formation(h_star, A, T, 2*b):.2f} eV/nm (60-degree)")
print(f"cubic elasticity: A {A_cubic:.3f} eV/nm,"
      f" stress {stress_cubic/GPA:.3f} GPa")
print(f"cubic elasticity: h_star {h_star_cubic:.3f} nm,"
      f" h_c {h_c_cubic:.2f} nm")
print(f"film softer by {100*softness:.0f} %: image contrast {contrast:.4f},"
      f" h_star {h_star_soft:.2f} nm")
print(f"surface step at 1.5 J/m^2: {step_cost:.2f} eV/nm,"
      f" h_c {h_c_step:.2f} nm")
print(f"thermal misfit over 550 K: {100*thermal_misfit:.3f} %,"
      f" {100*thermal_misfit/misfit:.1f} % of the misfit")
print(f"kT at {growth_T:.0f} K: {K_B*growth_T:.4f} eV;"
      f" E(5 nm) times b: {E5*b:.2f} eV")
print("all good")
```

It prints:

```
shear modulus 65 GPa, Poisson ratio 0.22
misfit 0.80 %, lattice parameter 0.543 nm
Burgers length b 0.3840 nm, core radius rho 0.1920 nm
film stress magnitude 1.627 GPa
60-degree: A 5.766 eV/nm, T 1.949 eV/nm^2
60-degree: local-stability thickness h_star 2.958 nm
60-degree: zero-energy thickness h_c 14.93 nm
60-degree: ratio h_c/h_star 5.05
60-degree: energy at h_star (barrier top) 14.00 eV/nm
thickness nm | E at interface eV/nm | net inward force eV/nm^2
    2.00 |    13.61 |   -0.934
    2.96 |    14.00 |    0.000
    5.00 |    13.05 |    0.796
   10.00 |     7.30 |    1.373
   14.93 |    -0.00 |    1.563
   20.00 |    -8.19 |    1.661
5 nm film: escape barrier to surface 0.95 eV/nm
5 nm film: retracting force on arm 13.05 eV/nm = 2.09 nN
5 nm film: pair repulsion at 50 nm spacing 0.271 eV/nm
Lomer: A 6.102 eV/nm, T 3.898 eV/nm^2
Lomer: h_star 1.565 nm, h_c 6.63 nm
Lomer: energy in 5 nm film 4.63 eV/nm
misfit where barrier vanishes 9.1 %, depth there 0.261 nm
Neglected effects:
core radius 2b: h_c 60-degree 9.49 nm, Lomer 3.43 nm
core radius 2b: energy at h_star 6.01 eV/nm (60-degree)
cubic elasticity: A 5.894 eV/nm, stress 1.445 GPa
cubic elasticity: h_star 3.404 nm, h_c 17.77 nm
film softer by 4 %: image contrast 0.0204, h_star 3.86 nm
surface step at 1.5 J/m^2: 2.54 eV/nm, h_c 16.54 nm
thermal misfit over 550 K: 0.039 %, 4.8 % of the misfit
kT at 823 K: 0.0709 eV; E(5 nm) times b: 5.01 eV
all good
```
